# Four contacts on a mirror axis: van der Pauw with doubled exponents

Four fine pins in a row are lowered onto a small metal pad to find the sheet resistance of the film. If the pad were unbounded and the pins equally spaced, one voltage reading and a fixed numerical factor would do. On a real pad the rim confines the current and changes the voltage, by an amount that depends on the outline and on where the pins land. The van der Pauw equation removes the outline from the problem, but it requires contacts on the rim, and these pins stand inside. If the pad has a mirror axis and the pins stand on it, the outline drops out again.

Let the film be thin, uniform, isotropic and ohmic, with sheet resistance $R_s$, and let there be no magnetic field, since a Hall voltage would spoil the mirror symmetry. The film fills a bounded region $D$ without holes, with an ordinary piecewise smooth rim, symmetric under $y\to-y$. Point contacts 1, 2, 3, 4 lie in this order along the axis $y=0$. With current $I$ entering at the first contact named and leaving at the second, define

$$R_A=\frac{V_2-V_3}{I}\ (1\to4),\qquad R_C=\frac{V_4-V_3}{I}\ (1\to2),\qquad R_B=\frac{V_2-V_4}{I}\ (1\to3).$$

The claim is

$$e^{-2\pi R_A/R_s}+e^{-2\pi R_C/R_s}=1. \tag{1}$$

For contacts on the rim of a sheet without holes, $\pi$ stands in place of $2\pi$.

The current per unit width is $\mathbf K=-\nabla\phi/R_s$, and its divergence is the injected current. Hence

$$\nabla^2\phi=-R_sI\,[\delta(\mathbf r-\mathbf r_{\rm in})-\delta(\mathbf r-\mathbf r_{\rm out})],\qquad \frac{\partial\phi}{\partial n}=0\ \text{on the rim}. \tag{2}$$

Two solutions differ by a function $u$ that is harmonic throughout $D$ and has no normal derivative on the rim. Then $\int_D|\nabla u|^2\,dA=\oint u\,\partial_nu\,ds=0$, so $u$ is a constant.

Now reflect the potential. Because both current contacts lie on the axis, $\phi(x,-y)$ solves the same problem (2), and so equals $\phi(x,y)+c$. On the axis the two agree, which gives $c=0$. The potential is even in $y$, and therefore

$$\frac{\partial\phi}{\partial y}=0\quad\text{on the axis, away from the contacts.}$$

No current crosses the axis. The sheet can be cut along it without changing any voltage, and the contacts then lie on the boundary of each half. By symmetry each half carries $I/2$. A half fed with the full current $I$ would show twice the voltages, so its resistances are $2R_A$ and $2R_C$. This is the origin of the doubling. It remains to show that each half is in one piece without holes, and to find its potential.

Write $z=x+iy$. The region $D$ is connected and symmetric, so a path in $D$ from a point to its mirror image crosses the axis, and we may choose a point $p$ of $D$ on it. By the Riemann mapping theorem there is exactly one conformal one-to-one map $f$ of $D$ onto the unit disc with $f(p)=0$ and $f'(p)>0$. The function $\overline{f(\bar z)}$ has all these properties too, so

$$f(\bar z)=\overline{f(z)}.$$

If $z$ is real, this says that $f(z)$ is real. Conversely, if $f(z)$ is real, then $f(\bar z)=f(z)$, and since $f$ is one-to-one, $z$ is real. The part of the axis inside $D$ thus corresponds to the diameter $(-1,1)$. Being the continuous image of an interval under the inverse map, it is a single segment. On it $f'$ is real, never zero and positive at $p$, hence positive throughout, so the order of the contacts is kept. Points just above the segment go to points just above the diameter. The set that maps to the upper half-disc is connected and does not meet the axis, so it lies wholly above it. The same holds below. Each half of $D$ is therefore the image of a half-disc, and has no holes.

Next open the half-disc into a half-plane with

$$w=\frac{f}{1+f^2},\qquad \frac1w=f+\frac1f .$$

Since $\operatorname{Im}(1/w)=\operatorname{Im}f\,(1-1/|f|^2)$ is negative in the upper half-disc, $\operatorname{Im}w>0$ there. Every such $w$ is reached once: for given $w$ the equation $f^2-f/w+1=0$ has two roots with product 1. Neither lies on the unit circle, where $f+1/f$ would be real, so exactly one lies inside the disc, and the sign of $\operatorname{Im}(1/w)$ puts it in the upper half. On the diameter

$$\frac{dw}{df}=\frac{1-f^2}{(1+f^2)^2}>0,$$

so the contacts sit at real positions $w_1<w_2<w_3<w_4$.

A conformal map preserves Laplace's equation, the condition of no current through the boundary, and the total current through any curve. In the half-plane a current $I/2$ enters at the boundary point $w_{\rm in}$ and spreads over half circles of length $\pi\rho$:

$$-\frac1{R_s}\frac{d\phi}{d\rho}=\frac{I/2}{\pi\rho}\quad\Rightarrow\quad \phi=-\frac{IR_s}{2\pi}\ln\rho+\text{const}.$$

This flow is radial about a point of the real line, so it runs along that line and never through it. Adding the sink gives

$$\phi(w)=-\frac{IR_s}{2\pi}\ln\left|\frac{w-w_{\rm in}}{w-w_{\rm out}}\right| . \tag{3}$$

Far away the logarithm tends to zero and no net current escapes, as required, because $w=\infty$ is an ordinary point of the rim.

Let $w_{ij}=w_j-w_i$, positive for $i<j$. For current from 1 to 4, equation (3) gives

$$R_A=\frac{R_s}{2\pi}\left[-\ln\frac{w_{12}}{w_{24}}+\ln\frac{w_{13}}{w_{34}}\right]=\frac{R_s}{2\pi}\ln\frac{w_{13}w_{24}}{w_{12}w_{34}},$$

and for current from 1 to 2

$$R_C=\frac{R_s}{2\pi}\left[-\ln\frac{w_{14}}{w_{24}}+\ln\frac{w_{13}}{w_{23}}\right]=\frac{R_s}{2\pi}\ln\frac{w_{13}w_{24}}{w_{23}w_{14}} .$$

Therefore

$$e^{-2\pi R_A/R_s}+e^{-2\pi R_C/R_s}=\frac{w_{12}w_{34}+w_{23}w_{14}}{w_{13}w_{24}} .$$

Call the three gaps $a=w_{12}$, $b=w_{23}$, $c=w_{34}$. The numerator is $ac+b(a+b+c)=(a+b)(b+c)$, which is the denominator. The sum is 1, and equation (1) is proved. The outline of the sheet and the pin spacings entered through the $w_i$ alone, and these have cancelled. The distance to the rim was never assumed large. If an outer contact moves up to the rim, its $w$ tends to an end of the segment, the formulas stay finite, and (1) holds by continuity.

The third configuration gives an equivalent form. For current from 1 to 3, equation (3) yields $e^{2\pi R_B/R_s}=w_{14}w_{23}/(w_{12}w_{34})$, and the same identity gives

$$e^{2\pi R_A/R_s}-e^{2\pi R_B/R_s}=\frac{w_{13}w_{24}-w_{14}w_{23}}{w_{12}w_{34}}=1 .$$

The three formulas also show that $R_B=R_A-R_C$. When $R_C$ is small, this second form rests on the difference of two nearly equal readings, so independent relative errors in them weigh heavily, and (1) is the safer choice.

Two limits show how (1) works. On an unbounded sheet the upper half is already a half-plane, so $w=x$. For equal spacing the two exponentials are $1/4$ and $3/4$, and the first gives the familiar $R_s=\pi R_A/\ln2$. Now let the sheet end at a straight edge $x=0$ perpendicular to the row. The upper half is a quadrant, which $w=x^2$ opens into a half-plane. With the first pin on the edge, the $w_i$ are in the ratio $0:1:4:9$, and the exponentials become $5/32$ and $27/32$. Each has changed, but their sum has not. The infinite-sheet formula would now return $R_s\ln(32/5)/\ln4$, which is too large.

To use (1), one solves for $R_s$. The left side rises steadily from 0 to 2 as $R_s$ goes from 0 to infinity, so there is one root. The larger exponential is at least $1/2$, and the sum of the two is at least twice their geometric mean. These two facts give

$$\frac{2\pi\min(R_A,R_C)}{\ln2}\le R_s\le\frac{\pi(R_A+R_C)}{\ln2}. \tag{4}$$

As an example take a film of resistivity 30 nΩ·m and thickness 30 nm, so that $R_s=1\ \Omega$. The pad measures 60 µm by 40 µm, the pins are 8 µm apart on the long mirror axis, and the first is 2 µm from the short edge. Summing image sources for this rectangle gives $R_A=0.29850\ \Omega$ and $R_C=0.02648\ \Omega$. Treated as measured values, they bracket the root by (4) between 0.240 and 1.473 Ω. At $R_s=1\ \Omega$,

$$e^{-2\pi(0.29850)}+e^{-2\pi(0.02648)}=0.15327+0.84673=1.00000 .$$

The infinite-sheet formula gives $\pi(0.29850)/\ln2=1.353\ \Omega$, which is 35% too high. With pad and pitch held fixed, its result falls from 1.445 Ω with the first pin on the edge to 1.269 Ω with the row centred. Equation (1) returns 1.00000 Ω at all five distances in the numerical output.

The resistances can also be found by mapping the half-pad to a half-plane with an elliptic sine. This places the contacts at $-0.99821$, $-0.94716$, $-0.76247$ and $-0.31523$. The first exponential is then

$$\frac{w_{12}w_{34}}{w_{13}w_{24}}=\frac{0.05105\times0.44724}{0.23574\times0.63193}=0.153,$$

in agreement with the image sum.

A less regular outline was treated as a network of resistors on a square mesh. Two slots, 4 µm wide, were cut from the long sides to within 6 µm of the axis between pins 2 and 3, and the far third of the pad was narrowed to 24 µm. $R_A$ rose to about 0.58 Ω, yet (1) returned 1.0036 Ω on a 0.5 µm mesh and 1.0009 Ω on a 0.25 µm mesh. Solving the upper half alone gave twice the $R_A$ of the whole, as the mirror argument requires.

Holes show which part of the assumption matters. A mirror-symmetric hole lying across the axis between two contacts leaves each half without holes and keeps the contacts in order on its boundary, so the argument from the half-plane onward still applies. A hole of 4 µm by 6 µm between pins 2 and 3 gave 1.0001 Ω on the finer mesh. A mirror pair of holes beside the axis puts a hole into each half, and the argument fails. With two holes of 12 µm by 12 µm, each starting 2 µm from the axis, equation (1) returned about 3.6 Ω for a film of 1 Ω.

Placement errors along the axis have no effect, since the spacings cancel, provided the pins stay put between the two readings. Pins at 2.3, 9.6, 18.4 and 25.9 µm still give 1.00000 Ω, whereas the infinite-sheet formula gives 1.511 Ω. If pin 2 slips by 0.1 µm along the axis between the readings, however, the result changes by about 0.9%. Errors across the axis do matter, but reversing all of them together merely reflects the arrangement and leaves every resistance unchanged. The error in $R_s$ is therefore even in the displacements and starts at second order. Moving the whole row sideways by 0.5 µm and then 1.0 µm changes the result by 0.004% and 0.018%, a factor of four. An inner pin out of line with the others is more critical: pin 2 alone, off by 0.25 µm and 0.5 µm, gives $-0.09\%$ and $-0.36\%$. An outer pin alone matters much less here.

Large sideways shifts lead over to the ordinary van der Pauw case. At 10 µm the error is 5.2%. When the row reaches the long rim, the whole sheet plays the part that the half-sheet played before, and the full current $I$ spreads over each half circle. The exponents are then $\pi R/R_s$, and forcing (1) on such data returns $2R_s$, here 2.000 Ω.

The film parameters are round values for a thin metal film. Several further departures from the ideal can be sized with the pins on the axis. One is the finite contact area. If each pin shorts the film over a disc of radius 0.5 µm, the result drops by about 1.4%. The 0.25 µm mesh, on which the disc is only two cells in radius, shows a drop of 1.1% and so underestimates the effect. Halving the radius cuts the drop to about a quarter. Real films are also not quite uniform. A conductance that rises by 2% from end to end of the pad, with 1 Ω at the middle of the pad, gives 1.0054 Ω. In this example that is close to the local value under the centre of the row, but no general rule is derived here. A rise of 2% from one long side to the other, over the 40 µm width, shifts the result by only 0.0002%.

Heating changes the film near the current pins. Take 1 mA, a contact resistance of 10 Ω, a pin radius of 0.5 µm, 300 nm of oxide with heat conductivity 1.4 W/(m K) on a substrate held at 300 K, a film heat conductivity of 244 W/(m K) estimated from the resistivity by the Wiedemann–Franz law, and a film resistance that rises by 0.3% per kelvin, all rough assumptions. Let all the contact heat enter the film at the rim of the pin, spread along the film and leak away through the oxide, and add the heat produced by the current in the film itself. The film at the rim of a pin then warms by about 0.3 K, which changes its local sheet resistance by a little under 0.1%. The effect on the four-point reading was not computed. The finite thickness $t$ is negligible at the neighbouring pins, because fields that vary through the film die out as $e^{-\pi r/t}$, about $10^{-364}$ at one pitch. For an assumed mean free path of 40 nm, the squared ratio of path to pitch is $2.5\times10^{-5}$, a crude measure of non-local conduction. A lead that leaves the pad on one side of the axis is a different matter: it removes the mirror symmetry itself, and its effect would have to be computed for the layout in question.

## Computed values

```
Resistivity 30.0 nohm m, film 30.0 nm
Sheet resistance put in: 1.0000 ohm
Pad 60 x 40 um, pitch 8 um
edge/um  RA/ohm  RB/ohm  RC/ohm  Rs doubled  Rs infinite-sheet
  0.0   0.31883  0.29577  0.02306   1.00000   1.44507
  1.0   0.30656  0.28150  0.02506   1.00000   1.38943
  2.0   0.29850  0.27202  0.02648   1.00000   1.35292
  4.0   0.28924  0.26103  0.02821   1.00000   1.31095
 18.0   0.27994  0.24986  0.03008   1.00000   1.26881
Edge 2 um: exp terms 0.15327 + 0.84673 = 1.00000
Bracket for the root: 0.2400 to 1.4729 ohm
Half-plane positions w: -0.99821, -0.94716, -0.76247, -0.31523
From the map: RA 0.29850, RC 0.02648 ohm
Network, 0.25 um mesh: RA 0.29853, RC 0.02649 ohm
Notched pad: RA 0.57533, RC 0.00436 ohm
Notched pad, half/full ratio of RA: 2.000000
Notched pad, Rs: 1.00091 ohm (0.5 um mesh 1.00364)
Hole on the axis, Rs: 1.00010 ohm
Two off-axis holes, Rs (law broken): 3.55006 ohm
Uneven pins at x = 2.3, 9.6, 18.4, 25.9 um
  Rs doubled 1.00000, infinite-sheet 1.51066 ohm
Whole probe 0.5 um off axis: Rs error 0.00434 %
Whole probe 1.0 um off axis: Rs error 0.01750 %
Whole probe 10 um off axis: Rs error 5.238 %
Pin 2 alone 0.25 um off axis: Rs error -0.08993 %
Pin 2 alone 0.5 um off axis: Rs error -0.35941 %
Probe on long rim: doubled law gives 2.00000 ohm
Contacts of radius 0.5 um: Rs shift -1.0521 %
2 % conductance slope along pad: Rs 1.00540 ohm
  local value under the probe centre: 1.00536 ohm
2 % conductance slope across pad: Rs shift 0.00019 %
Current 1.0 mA, contact 10 ohm, 300 K
Oxide 300 nm, 1.4 W/(m K); temp. coeff. 0.3 %/K
Film heat conductivity 244 W/(m K), healing length 1.25 um
Rise at pin rim: contact heat 0.277 K, sheet heat 0.0217 K
Local Rs change at pin rim: 0.0897 %
Thickness effect at one pitch: about 10^(-364)
Mean free path 40 nm: (path/pitch)^2 = 2.5e-05
```
